# Afterglow Emission Without Hot Bulk Electrons

Light in an afterglow does not show that the bulk electrons are hot. In the argon afterglow worked out below, with electrons at 0.08 eV, three-body recombination is estimated to make about 2400 times as many atoms excited to the 4p levels or higher as thermal electron impact on ground-state and metastable atoms does. The simple model behind this figure probably overstates it: rates fitted to full classical trajectories give about 500 times, and an error of more than ten is not excluded. The energy stored in metastable atoms supplies a second source. In argon this second source has two steps: pooling of two metastables frees an ion and a fast electron, and the excited atom comes later, when an ion recombines or the fast electron strikes another metastable. With the rounded energies used below, the fast-electron part alone is about 130 to 170 times the thermal source; more exact energies, and atoms in the higher metastable level, could make this ratio a few times smaller. Pooling keeps roughly seven to ten electrons per million fast, while the bulk is cold.

## The counter-example

Take a pulsed argon discharge after the power is off, at 50 mTorr and 400 K. The gas density is $N=1.21\times10^{15}$ cm⁻³, and the electron density $n_e$ and metastable density $M$ are both $10^{11}$ cm⁻³. The ions are atomic and singly charged, with density $n_e$. Rough energies above the ground state are 11.5 eV for the metastable, 12.9 eV for the lowest 4p level and 15.8 eV for ionization.

Formulas are in Hartree atomic units, with temperatures as energies; numbers are in laboratory units. What is counted is the production of atoms excited to the 4p levels or higher, called excited atoms below. Transfers among the four 4s levels, and excitation starting from the two radiating ones, are left out. Two of these levels are metastable and two radiate in the ultraviolet, and gaps of about 0.1 eV let even cold electrons move atoms between them. The budget therefore does not apply to the ultraviolet resonance lines. The photon yield in a particular line would need a further cascade calculation.

### Thermal excitation

Let the bulk electrons have the Maxwellian energy distribution $f(E)=2\sqrt{E/\pi}\,T^{-3/2}e^{-E/T}$, and let the excitation cross section be a constant $\sigma$ above the threshold $\epsilon$. With speed $\sqrt{2E}$, the rate coefficient is

$$k=\sigma\sqrt{\frac8\pi}\,T^{-3/2}\int_\epsilon^\infty E e^{-E/T}dE .$$

Integration by parts gives $T(\epsilon+T)e^{-\epsilon/T}$ for the integral, so

$$k(T,\epsilon,\sigma)=\sigma\sqrt{\frac{8T}{\pi}}\left(1+\frac{\epsilon}{T}\right)e^{-\epsilon/T}. \tag{1}$$

If the true cross section varies but never exceeds $\sigma$, the integrand is nowhere larger, and (1) is an upper bound.

From the metastable to 4p the threshold is $12.9-11.5=1.4$ eV, or $17.5\,T$. With a rough $\sigma=3\times10^{-15}$ cm², the production $n_eMk$ is $2.6\times10^8$ cm⁻³ s⁻¹. This number is sensitive to the threshold: lowering it by 0.2 eV, roughly the case for argon's higher metastable level, would raise the rate about tenfold. From the ground state the threshold is 12.9 eV, about $161\,T$. With a rough $10^{-16}$ cm² the production is of order $10^{-51}$ cm⁻³ s⁻¹, which is nil.

### What two metastables can do

A pair holds $2\times11.5=23.0$ eV. This exceeds the ionization energy, so one atom can be ionized while the other returns to the ground state. The freed electron carries

$$E_f=2E_m-I=23.0-15.8=7.2\ \text{eV}.$$

The rate follows from how often the pair is drawn together by the attraction $-C_6/r^6$. At relative energy $E$ and impact parameter $b$, the radial motion sees

$$V(r)=\frac{Eb^2}{r^2}-\frac{C_6}{r^6}.$$

Setting $V'=0$ gives $r^4=3C_6/(Eb^2)$. There $C_6/r^6=Eb^2/(3r^2)$, so the barrier height is $2Eb^2/(3r^2)$. Capture just occurs when this height equals $E$, hence $r^2=2b^2/3$. Putting this into the condition for $r^4$ gives $b^6=27C_6/(4E)$, and

$$\sigma_c=\pi b^2=\frac{3\pi}{2}\left(\frac{2C_6}{E}\right)^{1/3}.$$

For reduced mass $\mu$ and gas temperature $T_g$, the thermal average is $\sqrt{8T_g/(\pi\mu)}\int_0^\infty x e^{-x}\sigma_c(xT_g)\,dx$. Since $\sigma_c\propto x^{-1/3}$, the integral is a gamma function:

$$k_c=\sqrt{\frac{8T_g}{\pi\mu}}\;\frac{3\pi}{2}\left(\frac{2C_6}{T_g}\right)^{1/3}\Gamma\!\left(\tfrac53\right).$$

A rough $C_6=4000$ atomic units gives $k_c=1.43\times10^{-9}$ cm³/s. Let a fraction $P=0.5$ of captures ionize; this is a chosen value. Identical atoms form $M^2/2$ pairs per unit volume squared, so the source of ions and fast electrons is

$$G=\tfrac12Pk_cM^2=\tfrac12(0.5)(1.43\times10^{-9})(10^{22})=3.58\times10^{12}\ \text{cm}^{-3}\,\text{s}^{-1}.$$

### What the fast electron can do

The electron at 7.2 eV cannot excite a ground-state atom, but it can lift a metastable to 4p until it has slowed below $\epsilon=1.4$ eV or reached the wall.

It slows mainly on the cold electrons. In a Coulomb collision of equal masses, the struck electron receives $E\sin^2(\chi/2)$, where $\chi$ is the deflection of the relative motion and $\tan(\chi/2)=1/(Eb)$. The transfer is therefore $E/(1+E^2b^2)$. Summing over impact parameters up to the Debye length $\lambda_D=\sqrt{T/(4\pi n_e)}$ gives

$$-\frac{dE}{ds}=n_e\int_0^{\lambda_D}\frac{2\pi b\,E\,db}{1+E^2b^2}=\frac{\pi n_e}{E}\ln(1+E^2\lambda_D^2)\simeq\frac{2\pi n_e\ln\Lambda}{E},$$

with $\Lambda=E\lambda_D$. Holding the logarithm at its initial value and integrating $E\,dE$, the path down to threshold is

$$s_f=\frac{E_f^2-\epsilon^2}{4\pi n_e\ln\Lambda}=184\ \text{cm}.$$

The cut-off at the Debye length leaves out more distant electrons, which so fast a particle still disturbs. Counting them would shorten this path by about a fifth, but would hardly change the useful path found below. Elastic losses to the gas are about 1% of this Coulomb loss at the initial energy.

The wall is reached sooner. A rough elastic cross section of $10^{-15}$ cm² gives a mean free path $\lambda=0.83$ cm. The diffusion coefficient is $v\lambda/3$, and for diffusion length $\Lambda_d=3$ cm the loss rate is $v\lambda/(3\Lambda_d^2)$. The mean path before loss is $v$ divided by this rate:

$$L=\frac{3\Lambda_d^2}{\lambda}=32.6\ \text{cm}.$$

The floating-wall potential energy, estimated at 0.37 eV, cannot hold back a 7.2 eV electron. A random walk in a slab 40 free paths wide gave a mean path 1.07 times the diffusion formula. A slab with the present $\Lambda_d$ is only $\pi\Lambda_d/\lambda\approx11$ free paths wide, and there the walk gives about 1.3 times the formula. The figures below use the uncorrected $L$; the correction would raise the pooling tail from about 130 to about 170 times the thermal rate.

With survival probability $e^{-s/L}$, the useful path is $\int_0^{s_f}e^{-s/L}ds=L(1-e^{-s_f/L})$, almost equal to $L$. Each fast electron makes

$$M\sigma L(1-e^{-s_f/L})=0.0097$$

excited atoms, if the flat cross section is used along the whole path. The pooling tail thus produces $3.58\times10^{12}\times0.0097=3.5\times10^{10}$ cm⁻³ s⁻¹, or 132 times the thermal stepwise rate.

### Recombination: the elementary energy exchange

In three-body recombination an electron is caught in a high Rydberg level while another carries off the energy. Later collisions move the atom up and down the ladder, and some atoms get deep enough not to be ionized again. The basic quantity is the energy $\Delta$ that a free electron of speed $p$ gives to a bound one of speed $u$. The nucleus is treated as a spectator during the encounter, and exchange between the two electrons is ignored.

For momentum transfer $\mathbf q$ the Coulomb interaction is $4\pi/q^2$. The golden rule, which for this interaction reproduces the Rutherford cross section, gives the rate per unit density as

$$p\,\frac{d\sigma}{d\Delta}=4\int\frac{d^3q}{q^4}\,\delta\!\left(\Delta-\mathbf q\cdot\mathbf p+\tfrac{q^2}{2}\right)\delta\!\left(\Delta-\mathbf q\cdot\mathbf u-\tfrac{q^2}{2}\right).$$

The prefactor is $2\pi(4\pi)^2/(2\pi)^3=4$. The delta functions state the energy lost by the free electron and gained by the bound one. Average over isotropic directions: $\mathbf q\cdot\mathbf p$ is uniform between $-qp$ and $qp$, so the first delta function becomes $1/(2qp)$, and the second likewise $1/(2qu)$. With $d^3q=4\pi q^2dq$,

$$\frac{d\sigma}{d\Delta}=\frac{4\pi}{p^2u}\int_{q_1}^{q_2}\frac{dq}{q^4}=\frac{4\pi}{3p^2u}\left(q_1^{-3}-q_2^{-3}\right).$$

Let $p'=\sqrt{p^2-2\Delta}$ and $u'=\sqrt{u^2+2\Delta}$ be the final speeds. Momentum conservation demands $p-p'\le q\le p+p'$ and $u'-u\le q\le u'+u$. Because $(p-p')(p+p')=2\Delta=(u'-u)(u'+u)$, the smaller sum sets both limits. With $s=\min(p+p',\,u+u')$ they are $q_2=s$ and $q_1=2\Delta/s$, and

$$\frac{d\sigma}{d\Delta}=\frac{4\pi}{3p^2u}\left(\frac{s^3}{8\Delta^3}-\frac1{s^3}\right). \tag{2}$$

A million random classical Coulomb collisions with $p=1$, $u=0.7$ and $0.1<\Delta<0.2$ agreed with (2) within 3%. This confirms the algebra for two free electrons, not the neglect of the nucleus. Small $\Delta$ comes from distant collisions, and for a slow free electron these last longer than the bound orbit and transfer almost nothing. Classical trajectories that include the nucleus, at $p=0.7u$, give a cross section about six times below (2) for transfers of a quarter to a half of the binding energy, and about a thousand times below it for transfers of 3 to 6%.

### Recombination: from exchange to a rate

Take hydrogenic levels with binding energy $\epsilon_n=1/(2n^2)$. By the virial theorem the mean kinetic energy equals $\epsilon_n$, so I set $u=1/n$. Near level $m$ the spacing is $m^{-3}$, and the upward rate coefficient for $n\to m$ is

$$K_{nm}=m^{-3}\int dE\,f(E)\,p\,\frac{d\sigma}{d\Delta}\bigg|_{\Delta=\epsilon_n-\epsilon_m},\qquad p=\sqrt{2E}.$$

Ionization is the same integral over all $\Delta$ that reach the continuum.

In Saha equilibrium the density of level $n$, divided by the electron and ion densities, is

$$S_n=n^2\left(\frac{2\pi}{T}\right)^{3/2}e^{\epsilon_n/T}.$$

The factor $n^2$ is the level's $2n^2$ states divided by the two spin states of the free electron; the weight of the ion core cancels. In equilibrium every process is balanced by its reverse, so $S_nK_{nm}=S_mK_{mn}\equiv C_{nm}$, which fixes the downward rates. Similarly $C_{nc}$ joins level $n$ to the continuum.

Write the actual population as $b_nS_nn_e^2$. The excited levels are assumed to adjust faster than $n_e$ and $T$ change. With collisions alone, the slowest relaxation rate of the network is about $3\times10^4$ s⁻¹, only some seven times the rate at which the plasma cools; radiative decay, which is left out of this network, makes the levels adjust much faster. Gains and losses of each level then cancel:

$$\sum_m C_{nm}(b_m-b_n)+C_{nc}(1-b_n)=0. \tag{3}$$

These are the equations of a resistor network. The $b_n$ are voltages, the continuum is held at 1, and a deep level $d$ is held at 0. The current into the deep level is the recombination coefficient:

$$\alpha_3=C_{dc}+\sum_n C_{dn}b_n,\qquad \text{rate}=\alpha_3n_e^3. \tag{4}$$

The deep level is $n=2$, bound by 3.4 eV. It stands for the 4s and 4p groups of argon, which are bound by about 4.3 and 2.9 eV. Levels above 50 are taken to be in Saha equilibrium. Extending the ladder to 70, or ending it at $n=3$, changed $\alpha_3$ by less than 5%.

At 0.08 eV the network gives $\alpha_3=6.3\times10^{-22}$ cm⁶/s. This is a model value, which the classical binary encounter and the hydrogenic levels could put off by several times, perhaps by more than ten. The binary encounter errs on the high side: the same network with rates fitted to full three-body trajectories gives about $1.3\times10^{-22}$ cm⁶/s, five times less. A value ten times smaller would still leave recombination about 240 times the thermal source. With the network value,

$$\alpha_3n_e^3=(6.3\times10^{-22})(10^{33})=6.3\times10^{11}\ \text{cm}^{-3}\,\text{s}^{-1}.$$

The value of $b_n$ nearest one half occurs at $n=6$, bound by 0.38 eV or $4.7\,T$. In this model without radiation, atoms well above this level are mostly ionized again, and those well below it mostly continue downward. Radiation moves the dividing level upward.

### The budget and the false temperature

| Source | Excited atoms (cm⁻³ s⁻¹) |
|---|---:|
| Recombination | $6.3\times10^{11}$ |
| Pooling tail | $3.5\times10^{10}$ |
| Thermal, from metastables | $2.6\times10^8$ |

If 1% of recombinations gave a photon in an observed line, and every thermal excitation did, recombination with the network value of $\alpha_3$ would still lead by a factor of 24. The uncertainty of $\alpha_3$ could remove most of that lead.

Suppose now that the first two sources were wrongly ascribed to thermal electrons striking ground-state atoms. Solving $n_eNk(T,12.9\ \text{eV},10^{-16}\ \text{cm}^2)=6.7\times10^{11}$ cm⁻³ s⁻¹ gives 0.77 eV, almost ten times the true temperature. The emission fits that temperature only if the metastables are ignored. At 0.77 eV, thermal electrons striking the stated metastables would by themselves make about $8\times10^{14}$ excited atoms cm⁻³ s⁻¹, over a thousand times the rate to be explained.

The two metastable paths also differ in size. With a rough wall-loss rate of $10^3$ s⁻¹, and with $n_e$ and $T$ held fixed, an ion recombines before reaching the wall with probability

$$\frac{\alpha_3n_e^2}{\alpha_3n_e^2+10^3\ \text{s}^{-1}}=\frac{6.3}{1006}=0.0063.$$

On this fixed-condition estimate, pooling ions account for about $2.3\times10^{10}$ recombinations cm⁻³ s⁻¹, already contained in the first row. At these settings, most of the recombination comes from ions not supplied by pooling at that moment.

## The general statement

**Statement.** Consider a Maxwellian bulk at temperature $T$, with excitation cross sections bounded by $\sigma_g$ from the ground state and $\sigma_m$ from metastables, and with thresholds $\epsilon_g$ and $\epsilon$. Thermal production from these two kinds of atom obeys

$$R_{\rm th}\le n_eN\,k(T,\epsilon_g,\sigma_g)+n_eM\,k(T,\epsilon,\sigma_m). \tag{5}$$

Atoms in other excited levels, such as the radiating 4s levels of argon, would add terms of the same form. At fixed nonzero densities, in the range where the classical recombination law holds, the ratio of this bound to the recombination rate falls towards zero on cooling. An observed production rate $R$ therefore requires thermal excitation only to the extent that $R$ exceeds what recombination and stored energy supply.

**Proof.** Inequality (5) is the bound proved at (1), applied to each initial state. Differentiating the logarithm of (1) gives

$$\frac{d\ln k}{d\ln T}=\frac12-\frac{\epsilon}{T+\epsilon}+\frac{\epsilon}{T}=\frac12+\frac{\epsilon^2}{T(T+\epsilon)}>0. \tag{6}$$

The bound thus falls steadily on cooling, in the end mainly through the factor $e^{-\epsilon/T}$.

Recombination does not vanish. Equation (3) makes each $b_n$ a weighted mean of the other $b_m$, of 1 and of 0, with positive weights. No $b_n$ can lie below 0, since the lowest one would then be a mean of values none of which is smaller and two of which, 1 and 0, are larger. All terms in (4) are therefore non-negative, and the direct term $C_{dc}$ is positive, so $\alpha_3>0$.

Its size follows from dimensions. For classical electrons the available quantities are $e^2$, $m$ and $T$. They form one length, $e^2/T$, and one speed, $\sqrt{T/m}$. Since $\alpha_3$ has the dimension length⁶/time, or length⁵ times speed,

$$\alpha_3\propto\left(\frac{e^2}{T}\right)^5\sqrt{\frac Tm}=\frac{e^{10}}{m^{1/2}}\,T^{-9/2}. \tag{7}$$

The ratio of each term in (5) to $\alpha_3n_e^3$ therefore varies as $T^5(1+\epsilon/T)e^{-\epsilon/T}$, which tends to zero. Production by stored energy can only add to the non-thermal side. This proves the statement.

The network built on (2) departs from (7). For small $\Delta$, (2) varies as $\Delta^{-3}$, so the mean squared energy step contains $\int d\Delta/\Delta$, cut off below by the level spacing and above near $T$. At the bottleneck $n\propto T^{-1/2}$ and the spacing is $n^{-3}\propto T^{3/2}$. The ratio of the cut-offs varies as $T^{-1/2}$, and its logarithm makes the fall with temperature slightly steeper. Between 0.002 and 0.004 eV the network gives an exponent of $-4.71$. At 0.08 eV it is $-5.06$, close to the $-5.15$ that the same logarithm gives when extrapolated. This logarithm belongs to the binary-encounter model, which overstates small transfers. With rates fitted to full three-body trajectories, $\alpha_3T^{9/2}$ stays constant within 4% from 0.002 to 0.08 eV, as (7) predicts.

### Where the conclusion fails

At 0.08 eV, (6) gives an exponent of about $+17$ for stepwise excitation, against $-4.5$ to $-5$ for recombination. Warming thus reverses the order quickly. With densities and the pooling contribution held fixed, thermal stepwise excitation overtakes the other two sources together at about 0.12 eV; an $\alpha_3$ ten times smaller would lower this by about 0.01 eV, and one ten times larger would raise it by about 0.02 eV. The cold-bulk reading is therefore not automatic either: it needs an independent bound on $T$, or a test of the response.

The opposite signs supply such a test. If $T$ falls by 5% while the densities barely change, recombination in the model without radiation rises by 26 to 30% and thermal stepwise production falls by nearly 60%. Radiation makes the rise smaller. Light that brightens under these conditions is not dominated by thermal excitation. The test is lost if the densities change appreciably, because recombination without radiation varies as $n_e^3$ and the pooling tail nearly as $M^3$.

## Neglected effects and the real discharge

The pressure and electron density are of the order used in inductively coupled processing plasmas. The metastable density is a rough value towards the high side. Lowering it tenfold at fixed $n_e$ would cut the pooling tail about a thousandfold, to roughly the thermal stepwise rate, but would leave recombination unchanged. Real afterglows break the assumption of uniform, fixed densities: halving $n_e$ alone reduces recombination eightfold if radiation is left out, and by less if it is included. The budget describes one instant and one place, with atomic ions alone, and is not a prediction of a measured spectrum.

Radiation is left out of $\alpha_3$. Adding semiclassical hydrogenic decay and radiative capture, but no transitions to the ground state, multiplies recombination by 1.9. Within this model, leaving out radiation therefore understates this source.

Slow electrons can also take the full 11.5 eV from a metastable. Let the cross section for exciting the metastable from the ground state rise as $a(E'-E_m)$, where $E'$ is the impact energy. Detailed balance, with five metastable states to one ground state, gives the reverse cross section $(E+E_m)a/5$ at energy $E$. Its thermal average is

$$k_s=\sqrt{\frac{8T}{\pi}}\,\frac a5\,(E_m+2T).$$

A rough $a=5\times10^{-18}$ cm²/eV yields $2.2\times10^{12}$ fast electrons and $2.2\times10^{10}$ excited atoms cm⁻³ s⁻¹. This is comparable with the pooling tail and again uses metastable energy, not a hot bulk.

Finally, can the bulk stay at 0.08 eV? An electron loses $q^2/(2M_i)$ to an ion of mass $M_i$. With the Rutherford law $d\sigma=8\pi\,dq/(p^2q^3)$, the energy loss rate is $4\pi n_e\ln\Lambda_i/(M_ip)$, where $\ln\Lambda_i$ is the logarithm for slow electrons. Using $\langle1/p\rangle=\sqrt{2/(\pi T)}$ and dividing by the thermal energy $3T/2$, the cooling rate is

$$\nu=\frac{8\sqrt{2\pi}}3\,\frac{n_e\ln\Lambda_i}{M_iT^{3/2}}=2.1\times10^3\ \text{s}^{-1}.$$

With ions at the gas temperature, 0.034 eV, the bulk loses energy to them at the rate $\tfrac32n_e\nu(T-T_g)$. With all rates evaluated at 0.08 eV, the estimated heating by fast electrons and recombination offsets only 0.017 eV of the difference $T-T_g\approx0.046$ eV. Counting the distant electrons in the slowing and the longer wall path raises this to about 0.026 eV, still short of the difference. The example is thus a moment during cooling and not a steady state. Collisions with ions act on a time $1/\nu$ of about half a millisecond; electrons escaping to the wall cool the bulk faster still. Each takes away about $2T$ plus the wall potential energy, 0.53 eV in all, against a mean energy of 0.12 eV. At a loss rate of $10^3$ s⁻¹ this cooling is nearly three times that by ions. Recombination heating grows as $T$ falls, so the temperature at which cooling would stop needs a new balance. Further cooling at fixed densities strengthens the conclusion. The numerical output lists the main inputs and results.

## Table of computed values

```
Electron temperature: 0.08 eV
Gas temperature: 400 K
Gas temperature as energy: 0.0345 eV
Gas pressure: 50 mTorr
Gas density: 1.21e+15 cm^-3
Electron density: 1e+11 cm^-3
Metastable density: 1e+11 cm^-3
Metastable energy (rough): 11.5 eV
Lowest 4p energy (rough): 12.9 eV
Ionization energy (rough): 15.8 eV
Stepwise threshold: 1.4 eV
Stepwise cross section (rough): 3e-15 cm^2
Ground cross section (rough): 1e-16 cm^2
Elastic cross section (rough): 1e-15 cm^2
C6 of metastable pair (rough): 4e+03 atomic units
Ionization chance per capture (chosen): 0.5 
Diffusion length: 3 cm
Ion wall-loss rate (rough): 1e+03 s^-1
Pooling electron energy: 7.2 eV
Capture rate coefficient: 1.43e-09 cm^3/s
Pooling ion source: 3.58e+12 cm^-3 s^-1
alpha3: 6.33e-22 cm^6/s
Level with b nearest one half: 6 
Exponent of alpha3 at example T: -5.06 
Exponent of alpha3, 0.002 to 0.004 eV: -4.71 
Elastic mean free path: 0.828 cm
Fast-electron stopping path: 184 cm
Fast-electron wall path: 32.6 cm
Slab walk path / diffusion formula: 1.07 
Excitations per pooling electron: 0.00974 
Excited atoms, recombination: 6.33e+11 cm^-3 s^-1
Excited atoms, pooling tail: 3.49e+10 cm^-3 s^-1
Excited atoms, thermal stepwise: 2.64e+08 cm^-3 s^-1
Excited atoms, thermal from ground: 3.46e-51 cm^-3 s^-1
Recombination / thermal stepwise: 2.4e+03 
Pooling tail / thermal stepwise: 132 
Crossover electron temperature: 0.123 eV
False temperature from ground model: 0.77 eV
Pooling fast-electron fraction: 7.31e-06 
Share of ions recombining before wall: 0.00629 
Recombination factor with radiation: 1.93 
Superelastic onset slope (rough): 5e-18 cm^2/eV
Superelastic electron source: 2.21e+12 cm^-3 s^-1
Excited atoms, superelastic tail: 2.16e+10 cm^-3 s^-1
Gas loss / Coulomb loss, fast electron: 0.0127 
Electron cooling rate by ions: 2.13e+03 s^-1
Estimated bulk heating above ions: 0.0174 eV
Floating wall potential energy: 0.374 eV
```
